# Why GGA functionals overdeshield N2, and what KT2 changes

**Q:** When I compute the nitrogen shielding of N$_2$ with an ordinary GGA, the nucleus comes out too deshielded. I am told that the orbital gaps are too small. Where does a gap enter a shielding at all?

**A:** Through the second-order response to two magnetic perturbations. I use atomic units and put the nucleus N at the origin, with the molecule along $z$. Let the external field $B$ and the nuclear moment $m$ both point along $x$. Their vector potentials are

$$\mathbf a_B=\tfrac12 B\,\hat{\mathbf x}\times\mathbf r,\qquad \mathbf a_m=\alpha^2 m\,\frac{\hat{\mathbf x}\times\mathbf r}{r^3},$$

where $\alpha$ is the fine-structure constant. The moment's energy in the field is $-m(1-\sigma_{xx})B$, so the electrons supply $\sigma_{xx}=\partial^2E/\partial B\,\partial m$ at zero field and moment. A positive $\sigma$ means shielding.

The electron has charge $-1$, so its kinetic energy is $\frac12(\mathbf p+\mathbf a)^2$ with $\mathbf a=\mathbf a_B+\mathbf a_m$. Both potentials have zero divergence, so $\mathbf p\cdot\mathbf a=\mathbf a\cdot\mathbf p$ and

$$\tfrac12(\mathbf p+\mathbf a)^2=\tfrac12p^2+\mathbf a\cdot\mathbf p+\tfrac12a^2 .$$

The last term contains $\mathbf a_B\cdot\mathbf a_m=\frac12\alpha^2Bm(y^2+z^2)/r^3$. Its expectation value is the diamagnetic part,

$$\sigma^d_{xx}=\frac{\alpha^2}{2}\int\rho\,\frac{y^2+z^2}{r^3}\,d^3r .$$

It is positive and contains no gap. The linear term is

$$\mathbf a\cdot\mathbf p=\tfrac12B L_x+\alpha^2m\frac{L_x}{r^3},\qquad L_x=-i\hat A,\quad \hat A=y\partial_z-z\partial_y .$$

I also define $\hat K=\hat A/r^3$. In real orbitals both $\hat A$ and $\hat K$ have real antisymmetric matrices.

Now switch on $B$. An occupied orbital $i$ acquires virtual orbitals $a$ with coefficients

$$c_{ai}=-\frac{\langle a|\frac12L_x|i\rangle}{\Delta_{ia}}=\frac{i}{2}\frac{A_{ai}}{\Delta_{ia}},\qquad \Delta_{ia}=\varepsilon_a-\varepsilon_i .$$

The $i$ in front of the fraction is the imaginary unit. Mixing among occupied orbitals leaves the determinant unchanged apart from a phase, so it is omitted. Because the energy is stationary, its derivative with respect to $m$ is the expectation value of $\alpha^2L_x/r^3=-i\alpha^2\hat K$. With two electrons per orbital, differentiating with respect to $B$ gives

$$\sigma^p_{xx}=2\sum_{ia}2\,\mathrm{Re}\left[(-i\alpha^2K_{ia})\frac{i}{2}\frac{A_{ai}}{\Delta_{ia}}\right]
=2\alpha^2\sum_{ia}\frac{K_{ia}A_{ai}}{\Delta_{ia}} .$$

Antisymmetry, $A_{ai}=-A_{ia}$, supplies the final sign:

$$\boxed{\sigma^p_{xx}=-2\alpha^2\sum_{ia}\frac{A_{ia}K_{ia}}{\Delta_{ia}}}$$

**Q:** You used a fixed potential. Does the Kohn–Sham potential not respond to the field?

**A:** A GGA potential does not respond at first order. The orbitals are real and the coefficients $c_{ai}$ are imaginary, so

$$\delta\rho=2\sum_{ia}2\,\mathrm{Re}(\phi_i c_{ai}\phi_a)=0 .$$

The density gradient is then unchanged as well, and a functional of these two quantities has nothing to respond to. The bare orbital-energy differences are therefore the right denominators for that functional. The exact functional in a magnetic field also depends on the current, and this dependence is neglected throughout.

**Q:** How do I get the isotropic value that I compare with a spectrum?

**A:** About an origin on the axis, $L_z$ commutes with the Kohn–Sham Hamiltonian. It can only mix orbitals of equal energy, and in this closed-shell molecule those are occupied together. Hence $\sigma^p_{zz}=0$. By symmetry $\sigma^p_{yy}=\sigma^p_{xx}$, so the isotropic paramagnetic part is $\frac23\sigma^p_{xx}$. Averaging the three diamagnetic components gives $\sigma^d=\frac{\alpha^2}{3}\int\rho/r\,d^3r$.

The same argument gives a useful limit. In a spherical closed-shell atom, with the origin at its nucleus, all components of $\mathbf L$ commute with the Hamiltonian and the whole paramagnetic part vanishes. A gap error then does no harm through this sum. The molecule is vulnerable because its second nucleus breaks the rotational symmetry.

**Q:** Does a smaller gap necessarily deshield?

**A:** For one pair, the sign of the numerator decides. At fixed orbitals,

$$d\sigma^p_{xx}=2\alpha^2\sum_{ia}\frac{A_{ia}K_{ia}}{\Delta_{ia}^2}\,d\Delta_{ia} .$$

If $A_{ia}K_{ia}>0$, closing the gap makes the shielding more negative. The formula does not make every numerator positive.

In N$_2$ the largest valence term to examine is $3\sigma_g\to1\pi_g$. A rotation about $x$ turns a $\sigma$ orbital partly into a $\pi$ orbital, so the two are magnetically coupled. Let $n$ be the sum of $A_{ia}K_{ia}$ over the two degenerate $\pi_g$ partners. The isotropic contribution is

$$\sigma_{\rm pair}=-\frac43\alpha^2\frac{n}{\Delta}=-286.30\,\frac{n}{\Delta}\ \text{ppm},$$

with $n$ in Å$^{-3}$ and $\Delta$ in eV.

I computed it at a chosen bond length of 1.10 Å. The basis has 108 functions: the uncontracted cc-pVTZ exponents with added diffuse $s$ and $p$ and steep $p$ and $d$ functions. The magnetic integrals were evaluated by numerical quadrature. PBE gives $n=11.300$ Å$^{-3}$ and $\Delta=8.285$ eV, so

$$\sigma_{\rm pair}=-286.30\times\frac{11.300}{8.285}=-390.5\ \text{ppm}.$$

The full paramagnetic part is $-468.7$ ppm. This one pair therefore supplies about 83% of it. The share refers to the origin at N: with the origin at the bond centre the pair is unchanged, the paramagnetic part is $-439.4$ ppm, and the share is 89%. Adding the diamagnetic $384.9$ ppm leaves a total of $-83.8$ ppm. These values are not converged in the basis: with 158 uncontracted functions (13s9p5d2f per atom) the gap becomes 8.280 eV, the pair $-393.3$ ppm, the paramagnetic part $-472.3$ ppm and the total $-87.4$ ppm, a shift of 3.6 ppm, while the share stays at 83%. All shieldings below use the 108-function basis and should be compared only with one another; the basis convergence of their differences is not established here. The total is a small difference of large terms, so a few per cent in a gap matters.

**Q:** But too small compared with what? A Kohn–Sham gap is not something I measure.

**A:** The comparison should be with the gap of a local potential that reproduces an accurate density. I took the density from a CCSD calculation with the $1s$ cores uncorrelated, in a contracted 68-function subspace of the same basis. I then fitted a potential

$$v_u(\mathbf r)=v_0(\mathbf r)+\sum_Pu_Pb_P(\mathbf r)$$

to it. The $b_P$ are Coulomb potentials of auxiliary charge distributions $g_P$, normalized so that $\int g_Pb_Q\,d^3r=\delta_{PQ}$. Write $d_P=\int\rho\,b_P$ for the fitted system and $d^0_P$ for the CCSD density. The function to maximize is

$$W(u)=2\sum_i\varepsilon_i(u)-\sum_Pu_Pd^0_P-\frac1{2\lambda}\sum_Pu_P^2 .$$

The first-order change of an orbital energy is the expectation value of the added potential. Therefore

$$\frac{\partial W}{\partial u_P}=d_P-d_P^0-\frac{u_P}{\lambda},$$

and at the maximum $u_P=\lambda(d_P-d^0_P)$. The added potential is $\lambda$ times the Coulomb potential of the remaining density error, within the auxiliary space. It repels electrons from places where there are too many. First-order perturbation of the orbitals gives the second derivative,

$$\frac{\partial^2W}{\partial u_P\partial u_Q}=-4\sum_{ia}\frac{\langle i|b_P|a\rangle\langle a|b_Q|i\rangle}{\Delta_{ia}}-\frac{\delta_{PQ}}{\lambda} .$$

This matrix is negative definite, so Newton's method with a controlled step length can find the maximum.

**Q:** And what does the accurate density say about PBE?

**A:** I take as reference the fit that starts from the PBE potential with $\lambda=250$ atomic units. It gives a gap of 8.51 eV and a shielding of $-70.4$ ppm. PBE has 8.29 eV and $-83.8$ ppm. Relative to this reference, PBE closes the gap by 0.22 eV and deshields by 13.4 ppm.

Within the auxiliary space, the Coulomb self-energy of the density error, $\frac12\sum_P(d_P-d_P^0)^2$, falls from 0.0053 eV for PBE to 0.00006 eV for the reference. A very small density error thus accompanies a visible shielding error.

**Q:** How much of that depends on where the fit began?

**A:** Some of it. A second series began with the nuclear potential plus $13/14$ of the Hartree potential of the CCSD density, the Fermi–Amaldi choice for 14 electrons.

| Start | $\lambda$ | Gap (eV) | Shielding (ppm) |
|---|---:|---:|---:|
| PBE | 10 | 8.42 | −74.9 |
| PBE | 50 | 8.48 | −71.5 |
| PBE | 250 | 8.51 | −70.4 |
| Fermi–Amaldi | 10 | 8.08 | −82.9 |
| Fermi–Amaldi | 50 | 8.36 | −76.1 |
| Fermi–Amaldi | 250 | 8.48 | −71.7 |

The weak Fermi–Amaldi fit has a smaller gap than PBE, so it would not support the claim. At $\lambda=250$ the two series differ by 0.03 eV and 1.3 ppm, and both are still moving upward. That difference indicates the sensitivity to the fit, but it is not an error bound. The finite basis, the approximate CCSD density and the missing current response remain. The reference is an estimate of what a better Kohn–Sham potential gives, and should not be read as the exact shielding.

**Q:** Can you show that the gaps cause the error, rather than merely accompany it?

**A:** One can change the denominators while holding the numerators fixed. Keep the PBE orbitals $p$, but replace their energies by $\langle p|h_{\rm ref}|p\rangle$, where $h_{\rm ref}$ is the fitted reference Hamiltonian. This is the first-order energy change caused by the better potential. It raises the paramagnetic part by 11.5 ppm, out of the 13.4 ppm change between PBE and the reference. With this order of substitution, denominators account for about 86% of the change.

The frontier gap alone does not tell the whole story. In the reference, the main pair contributes $-382.2$ ppm, which is 8.3 ppm less deshielding than in PBE. That figure combines two effects. The reference gap with the PBE numerator gives $-286.30\times11.300/8.509=-380.2$ ppm, a rise of 10.3 ppm, and the larger reference numerator, 11.359 Å$^{-3}$, takes back 2.0 ppm. In the diagonal substitution above, this gap becomes 8.513 eV and the main pair gives 10.5 of the 11.5 ppm. The frontier gap is thus most of the denominator effect, but it falls short of the full 13.4 ppm. The other pairs supply the remaining 5.0 ppm of the paramagnetic change. Their denominators give only 1.0 ppm of it in the diagonal substitution, so most of it comes from the changed orbitals.

BLYP makes the same point. Its frontier gap, 8.32 eV, is slightly larger than that of PBE, yet its total shielding is lower, at $-85.4$ ppm. Its main pair is less deshielding by 1.0 ppm, but its other pairs are more deshielding by 2.9 ppm. Both GGAs lie below the reference in gap and in shielding, but the frontier gap does not rank them.

**Q:** What does the Keal–Tozer functional KT2 do differently?

**A:** Its exchange-correlation energy is

$$E_{xc}=1.07173\,E_x^{\rm LDA}+0.576727\,E_c^{\rm VWN}+\gamma\sum_s\int\frac{|\nabla\rho_s|^2}{\rho_s^{4/3}+\delta}\,d^3r,$$

with spin label $s$, $\gamma=-0.006$ and $\delta=0.1$ in atomic units. To see the potential of the gradient term, put $q=\rho_s^{4/3}+\delta$ and $q'=dq/d\rho_s=\frac43\rho_s^{1/3}$. Varying the density and integrating the gradient variation by parts gives

$$v_s^{\rm grad}=\gamma\left[-\frac{q'|\nabla\rho_s|^2}{q^2}-2\nabla\cdot\left(\frac{\nabla\rho_s}{q}\right)\right].$$

Since $\nabla\cdot(\nabla\rho_s/q)=\nabla^2\rho_s/q-q'|\nabla\rho_s|^2/q^2$, this becomes

$$v_s^{\rm grad}=\gamma\left[\frac{q'|\nabla\rho_s|^2}{q^2}-\frac{2\nabla^2\rho_s}{q}\right].$$

It is an ordinary multiplicative potential. KT2 therefore keeps the uncoupled sum and changes the orbitals and energies that enter it. The formula does not by itself fix the direction of the gap change. The self-consistent calculation gives a gap of 8.636 eV, which is 0.35 eV above PBE, and a total shielding of $-60.1$ ppm. Because KT2 also rescales the LDA parts, these numbers do not assign the change to the gradient term alone.

**Q:** How much of the KT2 change comes from denominators?

**A:** For the main pair, first insert the KT2 gap with the PBE numerator, then the KT2 numerator:

$$-286.30\times\frac{11.300}{8.636}=-374.6\ \text{ppm},$$

$$-286.30\times\frac{11.236}{8.636}=-372.5\ \text{ppm}.$$

Starting from $-390.5$ ppm, the gap yields 15.9 ppm and the smaller numerator another 2.1 ppm.

For the full sum I used the diagonal-energy substitution again. With PBE orbitals, changing from PBE to KT2 denominators raises the shielding by 15.4 ppm. With KT2 orbitals, the corresponding change is 14.9 ppm. The order hardly matters, and the mean is 15.1 ppm. The whole paramagnetic change is 20.3 ppm, so about three quarters comes from denominators and 5.2 ppm from the orbitals. A further 3.4 ppm comes from the diamagnetic part, which completes the total change of 23.7 ppm.

**Q:** So KT2 repairs the error?

**A:** It corrects in the right direction, but relative to this reference it goes too far. Its gap is 0.13 eV larger and its shielding 10.2 ppm higher. PBE was 13.4 ppm too low, so the size of the deviation falls only modestly.

A functional could still land nearer a true shielding if its potential compensated for the neglected current response. That is a conjecture about KT2, which this calculation cannot decide.

**Q:** Could I leave PBE alone and just add a constant to every denominator?

**A:** You can replace $\Delta_{ia}$ by $\Delta_{ia}+s$. I adjusted $s$ until the PBE total equalled the reference, which required $s=0.288$ eV. The main pair then becomes

$$-390.5\times\frac{8.285}{8.285+0.288}=-377.4\ \text{ppm}.$$

It supplies 13.1 of the required 13.4 ppm. In the reference potential the same pair supplied only 8.3 ppm. A shift equal to the actual gap deficit of 0.22 eV would raise the main pair by only 10.3 ppm at the PBE numerator. The other pairs respond to the fitted shift by only about 0.3 ppm in total, against 5.0 ppm in the reference. The main pair has to make up the difference, which is why the shift exceeds the deficit. It is a fit to a known answer, so its agreement with the reference is no prediction.

**Q:** Is there a physical objection, beyond its being empirical?

**A:** Yes: it makes the shielding depend on the gauge origin. Move the origin of $\mathbf a_B$ a distance $R$ along $z$ from N. Then $z$ becomes $z-R$ in that potential, and

$$\hat A\to\hat A+R\,\partial_y,\qquad \delta\sigma^d_{xx}=-\frac{\alpha^2R}{2}\int\rho\frac{z}{r^3}\,d^3r .$$

For a multiplicative potential, $[h,y]=-\partial_y$. Taking the matrix element between $i$ and $a$ gives $\langle i|\partial_y|a\rangle=\Delta_{ia}y_{ia}$. The gap cancels:

$$\delta\sigma^p_{xx}=-2\alpha^2R\sum_{ia}y_{ia}K_{ia} .$$

In a complete basis, the virtual sum can be replaced by a sum over all orbitals, because the occupied–occupied part multiplies a symmetric matrix by an antisymmetric one and vanishes. With $K_{ia}=-K_{ai}$,

$$\delta\sigma^p_{xx}=2\alpha^2R\sum_i\langle i|y\hat K|i\rangle .$$

Since $\hat K$ is a first derivative along a divergence-free direction, integration by parts gives

$$\langle i|y\hat K|i\rangle=\tfrac12\int y\,\hat K(\phi_i^2)\,d^3r=-\tfrac12\int\phi_i^2\,\hat Ky\,d^3r=\tfrac12\int\phi_i^2\frac{z}{r^3}\,d^3r .$$

The last step uses $\hat Ky=-z/r^3$. With $\rho=2\sum_i\phi_i^2$, the paramagnetic change cancels the diamagnetic one.

After the shift, the gap no longer cancels. The factor is $\Delta_{ia}/(\Delta_{ia}+s)=1-s/(\Delta_{ia}+s)$, which leaves

$$\delta\sigma_{xx}=2\alpha^2Rs\sum_{ia}\frac{y_{ia}K_{ia}}{\Delta_{ia}+s} .$$

Equivalently, the shift adds $s$ times the projector onto virtual orbitals. That operator is nonlocal and does not in general commute with $y$. KT2 avoids this objection because its potential is multiplicative.

**Q:** Is the effect large enough to notice?

**A:** It is small here. Moving the origin from N to the bond centre changes the isotropic PBE shielding by $-0.51$ ppm without a shift. In a complete basis with exact integrals this would be zero, and analytic magnetic integrals give the same $-0.51$ ppm, so the quadrature of these operators is not the cause. I call it the basis error. With the fitted shift the change is $-0.18$ ppm, and with a deliberately large shift of 1.36 eV it is $+0.82$ ppm.

The smaller value at the fitted shift is a cancellation: the shift contributes $+0.33$ ppm against the basis error. It does not mean that the shift has improved gauge invariance. In the 158-function basis the unshifted change shrinks to $-0.13$ ppm while the shift still contributes $+0.33$ ppm, so the change with the fitted shift becomes $+0.20$ ppm, larger in size than without it; with the 1.36 eV shift it is $+1.19$ ppm.

**Q:** May I carry the conclusion over to other main-group nuclei?

**A:** The mechanism carries over wherever pairs with positive numerators dominate and their gaps are too small. The numbers belong to N$_2$ at this geometry. For another nucleus, the numerators and an accurate-density reference have to be computed again, since neither the sign of every pair nor the error of its gap follows from the general formula.
